# The Fourth-Order Stark Coefficient of Ground-State Hydrogen: a program that tests the result

```python
"""Fourth-order Stark coefficient of the hydrogen ground state.

Result under test, in atomic units, for H = -Laplacian/2 - 1/r + F*z:
    E(F) = -1/2 - (9/4) F^2 - (3555/64) F^4 + O(F^6).
Symbols: r = distance from the nucleus, c = cos(theta), z = r*c,
psi0 = exp(-r)/sqrt(pi), and psi_k = f_k*psi0 is the k-th order function.
The polynomials f_k are found symbolically.  Independent checks: the full
Hamiltonian acting on the functions, an exact recursion in parabolic
coordinates, and diagonalization at finite field.
"""
from fractions import Fraction
import math
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.special import eval_genlaguerre, roots_laguerre

r = sp.symbols("r", positive=True)
c = sp.symbols("c", real=True)
z = r * c
half = sp.Rational(1, 2)


def laplacian(f):
    radial = sp.diff(r**2 * sp.diff(f, r), r) / r**2
    angular = sp.diff((1 - c**2) * sp.diff(f, c), c) / r**2
    return radial + angular


def reduced_operator(f):
    """(H0 - E0)(f psi0) / psi0."""
    return -laplacian(f) / 2 + sp.diff(f, r)


def polynomial_solution(source, angular_orders, degree, extra=()):
    """Solve reduced_operator(f) = source with a regular polynomial f."""
    unknowns, f = [], sp.Integer(0)
    for l in angular_orders:
        for n in range(l, degree + 1):
            a = sp.Symbol(f"a{l}_{n}")
            unknowns.append(a)
            f += a * r**n * sp.legendre(l, c)
    equation = sp.expand(r**2 * (reduced_operator(f) - source))
    conditions = sp.Poly(equation, r, c).coeffs()
    solutions = sp.solve(conditions, unknowns + list(extra), dict=True)
    assert len(solutions) == 1
    return sp.expand(f.subs(solutions[0])), solutions[0]


# Radial moments <r^n> in psi0, from their defining integrals.
moments = [sp.integrate(4 * r**(n + 2) * sp.exp(-2 * r), (r, 0, sp.oo))
           for n in range(10)]
for n, value in enumerate(moments):
    assert value == sp.Rational(math.factorial(n + 2), 2**(n + 1))


def average(g):
    """<psi0| g |psi0> for a polynomial g in r and c."""
    angular_mean = sp.expand(sp.integrate(sp.expand(g), (c, -1, 1)) / 2)
    return sp.expand(sum(coefficient * moments[power[0]] for power, coefficient
                         in sp.Poly(angular_mean, r).terms()))


# Perturbation functions; the second-order energy is left unknown at first.
f1, _ = polynomial_solution(-z, [1], 2)
E2_symbol = sp.Symbol("E2")
f2, solution2 = polynomial_solution(-z * f1 + E2_symbol, [0, 2], 4,
                                    [E2_symbol])
E2 = solution2[E2_symbol]
f3, _ = polynomial_solution(-z * f2 + E2 * f1, [1, 3], 6)
free_constant = sp.Symbol("a0_0")
assert f2.free_symbols == {r, c, free_constant}
assert E2 == average(z * f1)
assert average(z * f1**2) == 0

# The full Hamiltonian acts on the complete functions.
for f, source in [(sp.Integer(1), sp.Integer(0)), (f1, -z),
                  (f2, -z * f1 + E2), (f3, -z * f2 + E2 * f1)]:
    psi = f * sp.exp(-r)
    full = -laplacian(psi) / 2 - psi / r + half * psi
    assert sp.simplify(sp.expand(full * sp.exp(r)) - source) == 0

# Fourth-order energy: without f3, and directly with f3.
norm1 = average(f1**2)
overlap2 = average(f2)
coupling = average(f1 * z * f2)
E4 = sp.expand(coupling - E2 * (norm1 + overlap2))
E4_direct = sp.expand(average(z * f3) - E2 * overlap2)
assert not E4.free_symbols
assert E4 == E4_direct == sp.Rational(-3555, 64)

orthogonal_constant = sp.solve(overlap2, free_constant)[0]
f2_orthogonal = sp.expand(f2.subs(free_constant, orthogonal_constant))
g0 = sp.expand(sp.integrate(f2_orthogonal, (c, -1, 1)) / 2)
g2 = sp.expand(sp.Rational(2, 3) * f2_orthogonal.coeff(c, 2))
assert sp.expand(g0 + g2 * sp.legendre(2, c) - f2_orthogonal) == 0
s_part = average(f1 * z * g0)
d_part = average(f1 * z * g2 * sp.legendre(2, c))
coupling_orthogonal = coupling.subs(free_constant, orthogonal_constant)
assert s_part + d_part == coupling_orthogonal


def parabolic_series(K):
    """Exact coefficients of F^(2k), k = 0..K, from parabolic separation.

    With kappa = sqrt(-2E), x = kappa*(r+z), g = F/kappa^3, one factor obeys
    (x u')' + (-x/4 - g x^2/4 + b) u = 0.  Expand w = -u'/u and b in g;
    the two separation constants satisfy kappa*(b(g) + b(-g)) = 1.
    """
    w, b = [[Fraction(1, 2)]], [Fraction(1, 2)]
    for k in range(1, 2 * K + 1):
        source = [Fraction(0)] * (k + 2)
        if k == 1:
            source[2] -= Fraction(1, 4)
        for j in range(1, k):
            for p, left in enumerate(w[j]):
                for q, right in enumerate(w[k - j]):
                    source[p + q + 1] += left * right
        coefficients = [Fraction(0)] * (k + 2)
        for n in range(k + 1, 0, -1):
            coefficients[n - 1] = (n + 1) * coefficients[n] - source[n]
        b.append(coefficients[0] - source[0])
        w.append(coefficients[:k + 1])

    def multiply(p, q):
        return [sum((p[i] * q[n - i] for i in range(n + 1)), Fraction(0))
                for n in range(K + 1)]

    # Series in y = g^2: kappa, energy, and F^2 = y*kappa^6.
    denominator = [2 * b[2 * k] for k in range(K + 1)]
    kappa = [1 / denominator[0]]
    for n in range(1, K + 1):
        kappa.append(-sum(denominator[i] * kappa[n - i]
                          for i in range(1, n + 1)) / denominator[0])
    kappa2 = multiply(kappa, kappa)
    kappa6 = multiply(kappa2, multiply(kappa2, kappa2))
    field_squared = [Fraction(0)] + kappa6[:K]
    remainder = [-value / 2 for value in kappa2]
    power = [Fraction(1)] + [Fraction(0)] * K
    energies = []
    for k in range(K + 1):
        e = remainder[k] / power[k]
        energies.append(e)
        remainder = [u - e * v for u, v in zip(remainder, power)]
        power = multiply(power, field_squared)
    return energies


series = parabolic_series(8)
assert series[0] == Fraction(-1, 2)
assert series[1] == Fraction(int(E2.p), int(E2.q))
assert series[2] == Fraction(int(E4.p), int(E4.q))
ratios = [float(series[k + 1] / series[k]) for k in range(1, 8)]
assert all(later > earlier for earlier, later in zip(ratios, ratios[1:]))

# Finite-field diagonalization in orthonormal Laguerre functions.
n_radial, l_max = 12, 5
nodes, weights = roots_laguerre(40)
points, weights = nodes / 2, weights / 2
values, slopes = [], []
for l in range(l_max + 1):
    value_rows, slope_rows = [], []
    for n in range(n_radial):
        lag = eval_genlaguerre(n, 2 * l + 2, 2 * points)
        dlag = (-2 * eval_genlaguerre(n - 1, 2 * l + 3, 2 * points)
                if n > 0 else np.zeros_like(points))
        p = points**l * lag
        dp = l * points**(l - 1.0) * lag + points**l * dlag
        norm = np.sqrt(np.sum(weights * points**2 * p**2))
        value_rows.append(p / norm)
        slope_rows.append((dp - p) / norm)
    values.append(np.array(value_rows))
    slopes.append(np.array(slope_rows))

size = n_radial * (l_max + 1)
H0_matrix, z_matrix = np.zeros((size, size)), np.zeros((size, size))
for l in range(l_max + 1):
    R, dR = values[l], slopes[l]
    here = slice(l * n_radial, (l + 1) * n_radial)
    overlap = (R * weights * points**2) @ R.T
    assert np.allclose(overlap, np.eye(n_radial), atol=1e-10)
    H0_matrix[here, here] = (0.5 * (dR * weights * points**2) @ dR.T
                             + 0.5 * l * (l + 1) * (R * weights) @ R.T
                             - (R * weights * points) @ R.T)
    if l < l_max:
        there = slice((l + 1) * n_radial, (l + 2) * n_radial)
        angular = (l + 1) / math.sqrt((2 * l + 1) * (2 * l + 3))
        block = angular * (R * weights * points**3) @ values[l + 1].T
        z_matrix[here, there] = block
        z_matrix[there, here] = block.T


def ground_energy(field):
    """Energy of the eigenvector with the largest share of psi0."""
    energies, vectors = np.linalg.eigh(H0_matrix + field * z_matrix)
    return energies[np.argmax(np.abs(vectors[0]))]


assert abs(ground_energy(0.0) + 0.5) < 1e-11
fields = [0.005, 0.01]
diagonalized = [ground_energy(F) for F in fields]
e2, e4, e6 = float(E2), float(E4), float(series[3])
quotients = [(E + 0.5 - e2 * F**2) / F**4
             for F, E in zip(fields, diagonalized)]
extrapolated = (4 * quotients[0] - quotients[1]) / 3
# Left-over: eighth-order term of the series and rounding of the energies.
assert abs(extrapolated - e4) < 0.02
for F, E in zip(fields, diagonalized):
    left_over = E - (-0.5 + e2 * F**2 + e4 * F**4)
    assert abs(left_over / (e6 * F**6) - 1) < 0.05

field_unit = physical_constants["atomic unit of electric field"][0]
hartree_eV = physical_constants["Hartree energy in eV"][0]

print("All quantities in atomic units unless a unit is given")
print("f1 =", sp.factor(f1))
print("g0 (with <0|2> = 0) =", g0)
print("g2 =", g2)
print("constant in g0 for <0|2> = 0:", orthogonal_constant)
print("<r^n>, n = 2..7:", ", ".join(str(m) for m in moments[2:8]))
print("E2 from polynomial closure:", E2)
print("E2 from <0|V|1>:", average(z * f1))
print("<1|1> =", norm1)
print("s part of <1|V|2> =", s_part)
print("d part of <1|V|2> =", d_part)
print("<1|V|2> with <0|2> = 0:", coupling_orthogonal)
print("-E2*<1|1> =", -E2 * norm1)
print("constant a = 0: <0|2> =", overlap2.subs(free_constant, 0))
print("constant a = 0: <1|V|2> =", coupling.subs(free_constant, 0))
print("E4 without psi3 =", E4, "=", f"{e4:.6f}")
print("E4 directly from psi3 =", E4_direct)
print("E4 from parabolic recursion =", series[2])
print("E6 from parabolic recursion =", series[3], "=", f"{e6:.4f}")
print("polarizability alpha = -2*E2 =", -2 * E2)
print("hyperpolarizability gamma = -24*E4 =", -24 * E4,
      "=", f"{-24 * e4:.3f}")
print("ratios E(2k+2)/E(2k), k = 1..7:",
      ", ".join(f"{x:.1f}" for x in ratios))
print("basis: radial functions per l =", n_radial, ", largest l =", l_max)
for F, E, Q in zip(fields, diagonalized, quotients):
    second, fourth = e2 * F**2, e4 * F**4
    total = -0.5 + second + fourth
    print(f"--- field F = {F} a.u. = {F * field_unit:.4e} V/m")
    print(f"second-order shift = {second:.6e} hartree")
    print(f"fourth-order shift = {fourth:.6e} hartree")
    print(f"fourth/second = {100 * fourth / second:.4f} percent")
    print(f"energy through fourth order = {total:.12f} hartree")
    print(f"diagonalized energy = {E:.12f} hartree")
    print(f"diagonalized minus fourth order = {E - total:.3e} hartree")
    print(f"sixth-order term E6*F^6 = {e6 * F**6:.3e} hartree")
    print(f"(E + 1/2 - E2*F^2)/F^4 = {Q:.4f}")
    print(f"shift through fourth order = {(total + 0.5) * hartree_eV:.6e} eV")
print(f"E4 extrapolated from the two fields = {extrapolated:.3f}")
print("tests ok")
```

Printed output:

```
All quantities in atomic units unless a unit is given
f1 = -c*r*(r + 2)/2
g0 (with <0|2> = 0) = r**4/24 + r**3/4 + 3*r**2/4 - 81/16
g2 = r**4/12 + 5*r**3/12 + 5*r**2/8
constant in g0 for <0|2> = 0: -81/16
<r^n>, n = 2..7: 3, 15/2, 45/2, 315/4, 315, 2835/2
E2 from polynomial closure: -9/4
E2 from <0|V|1>: -9/4
<1|1> = 43/8
s part of <1|V|2> = -2431/64
d part of <1|V|2> = -949/32
<1|V|2> with <0|2> = 0: -4329/64
-E2*<1|1> = 387/32
constant a = 0: <0|2> = 81/16
constant a = 0: <1|V|2> = -2529/32
E4 without psi3 = -3555/64 = -55.546875
E4 directly from psi3 = -3555/64
E4 from parabolic recursion = -3555/64
E6 from parabolic recursion = -2512779/512 = -4907.7715
polarizability alpha = -2*E2 = 9/2
hyperpolarizability gamma = -24*E4 = 10665/8 = 1333.125
ratios E(2k+2)/E(2k), k = 1..7: 24.7, 88.4, 161.8, 244.9, 340.6, 451.6, 579.7
basis: radial functions per l = 12 , largest l = 5
--- field F = 0.005 a.u. = 2.5711e+09 V/m
second-order shift = -5.625000e-05 hartree
fourth-order shift = -3.471680e-08 hartree
fourth/second = 0.0617 percent
energy through fourth order = -0.500056284717 hartree
diagonalized energy = -0.500056284794 hartree
diagonalized minus fourth order = -7.699e-11 hartree
sixth-order term E6*F^6 = -7.668e-11 hartree
(E + 1/2 - E2*F^2)/F^4 = -55.6701
shift through fourth order = -1.531585e-03 eV
--- field F = 0.01 a.u. = 5.1422e+09 V/m
second-order shift = -2.250000e-04 hartree
fourth-order shift = -5.554688e-07 hartree
fourth/second = 0.2469 percent
energy through fourth order = -0.500225555469 hartree
diagonalized energy = -0.500225560458 hartree
diagonalized minus fourth order = -4.989e-09 hartree
sixth-order term E6*F^6 = -4.908e-09 hartree
(E + 1/2 - E2*F^2)/F^4 = -56.0458
shift through fourth order = -6.137677e-03 eV
E4 extrapolated from the two fields = -55.545
tests ok
```
